Unmoved between STM frames does not mean no hop

**The argument under review**

The submission measures surface diffusion from pairs of STM frames. Its central argument runs as follows.

"A diffusing unit leaves its site at a constant rate Γ. The chance that it has not left after a time t is exp(−Γt). The fraction f of units found unmoved between two frames a time t apart is therefore exp(−Γt). Hence −ln f / t is the hop rate, and its Arrhenius plot gives the barrier."

The first two sentences are correct for hopping without memory. The third does not follow from them. A unit that has not hopped is unmoved, but an unmoved unit may have hopped away and come back while nobody was looking. Two frames record two positions, not the history between them. What matters is how often such returns occur, and how far they shift the rate and the barrier.

**The model**

I take the authors' own model. An isolated unit sits on a long row of equivalent sites and hops to its left or right neighbour with equal chance. The total rate Γ, both directions together, is constant, and successive hops are independent. Each frame is a snapshot, short compared with 1/Γ. "Unmoved" means on the same site in both frames. Everything depends on the one dimensionless number

N = Γt,

so the choice of units does not enter the algebra.

Let P(K) be the chance of K hops in the interval. With N as the clock, one hop is expected per unit of time, and

dP(K)/dN = P(K−1) − P(K).

The first term is absent for K = 0. Writing P(K) = exp(−N) g(K) removes the loss term and leaves dg(K)/dN = g(K−1), with g(0) = 1 and all other g(K) zero at N = 0. Repeated integration gives g(K) = N^K/K!, so

P(K) = exp(−N) N^K/K!.

The mean of K is N, and P(0) = exp(−N) is the chance of no hop. The authors have calculated P(0) and called it f.

**Counting the returns**

After an odd number of hops the unit cannot be at its starting site. After 2m hops it is there if m hops went right and m went left. Of the 4^m equally likely sequences, (2m)!/(m!)² have this property. The unmoved fraction is the sum over all m of the chance of 2m hops times the chance that they return:

f = exp(−N) Σ_m [N^(2m)/(2m)!] · [(2m)!/(m!)²] / 4^m

The factors (2m)! cancel, and N^(2m)/4^m = (N/2)^(2m). Therefore

f(N) = exp(−N) Σ_m (N/2)^(2m)/(m!)² = exp(−N) I₀(N),

where the sum is the series of the modified Bessel function I₀.

For one expected hop, the terms with 0, 2, 4 and 6 hops are

0.3679 + 0.0920 + 0.0057 + 0.0002 ≈ 0.466.

The authors' formula keeps the first term alone. Of the units found unmoved, a share (0.4658 − 0.3679)/0.4658 = 0.21 has in fact hopped. As a test, 200,000 trajectories were built from random waiting times and random directions. Their unmoved fraction was 0.4648, which agrees with 0.4658 within the standard error of 0.0011.

**The whole displacement distribution**

The same result follows without counting paths. Let P_n be the chance of a displacement by n sites. Then

dP_n/dN = ½P_(n−1) + ½P_(n+1) − P_n.

Multiply by exp(−iqn) and sum over n. A shift of n by one gives a factor exp(∓iq), so the sum A(q) = Σ_n P_n exp(−iqn) obeys

dA/dN = −(1 − cos q) A.

The unit starts at n = 0, so A = 1 at N = 0 and

A(q) = exp[−N(1 − cos q)].

Inverting the Fourier series gives

P_n = exp(−N) (1/2π) ∫ exp(N cos q) cos(nq) dq = exp(−N) I_n(N),

with q from −π to π. The integral is the standard representation of I_n, and n = 0 returns the result above.

The moments come from expanding A in q. By symmetry the odd moments vanish, so

A = 1 − ⟨n²⟩q²/2 + ⟨n⁴⟩q⁴/24 − …

On the other side, 1 − cos q = q²/2 − q⁴/24 + …, and the exponential becomes

A = 1 − Nq²/2 + (N/24 + N²/8)q⁴ + …

Comparison gives

⟨n²⟩ = N, ⟨n⁴⟩ = 3N² + N.

In this model the mean square displacement in units of the site spacing is the mean number of hops. Returns do not spoil it.

**What the authors' rate measures**

Their procedure assigns to the data the hop number

N_naive = −ln f = N − ln I₀(N).

Since I₀ > 1 for N > 0, this is too small at every N > 0. Some values are:

N | f | exp(−N) | N_naive
0.1 | 0.907 | 0.905 | 0.098
0.5 | 0.645 | 0.607 | 0.438
1 | 0.466 | 0.368 | 0.764
2 | 0.309 | 0.135 | 1.176
5 | 0.184 | 0.007 | 1.695

For few hops, exp(−N) = 1 − N + N²/2 − … and I₀ = 1 + N²/4 + …, so

f = 1 − N + 3N²/4 + …, N_naive = N − N²/4 + ….

The correction N²/4 is the chance N²/2 of two hops times the chance ½ that the second undoes the first. The relative error of the naive rate is thus −N/4 to leading order.

For many hops, small q dominates the integral for f. The limits may then be extended to infinity and the quartic term of the exponent expanded:

f ≈ (1/2π) ∫ exp(−Nq²/2) (1 + Nq⁴/24) dq.

The Gaussian integral is √(2π/N), and the Gaussian average of q⁴ is 3/N². Hence

f ≈ [1 + 1/(8N)] / √(2πN).

The unmoved fraction falls as a power of N, not exponentially, because the unit spreads over a number of sites that grows as √N. The naive hop number then grows only as ½ ln(2πN).

The data need not be discarded, because f can be inverted. From the integral, dI₀/dN = I₁, so

df/dN = −exp(−N)(I₀ − I₁) = −f (1 − I₁/I₀).

The difference I₀ − I₁ is the average of (1 − cos q) exp(N cos q) over q, which is positive. So f falls steadily from 1 to 0, and each measured f between these limits belongs to one N. Solving exp(−N) I₀(N) = f numerically replaces the logarithm.

**Where the exponential does apply**

Suppose the interval is divided by n equally spaced later frames, and a unit is counted only if it sits on its starting site in every one of them. Because hopping has no memory, the chance is

[f(N/n)]^n ≈ exp[−N + N²/(4n)],

where the small-N form of −ln f was used for each part. As n grows, this tends to exp(−N): a return can hide only between neighbouring frames. For N = 1 and n = 10 the value is 0.377, already near 0.368. Had the authors used such a criterion with closely spaced frames, their formula would have been a good approximation. They compare two frames.

The exponential also gives the chance that a unit stays still while it is being imaged, since there any hop, returning or not, disturbs the snapshot.

**The consequence for the barrier**

An error in the rate would do little harm to an Arrhenius slope if it were the same factor at all temperatures. Here it is not. At fixed frame interval N rises with temperature, and the naive rate falls further behind. Let

N = νt exp(−E/k_BT),

with barrier E and total prefactor ν. With β = 1/k_BT, d ln N/dβ = −E. The local slope of the naive plot is therefore

E_app = −d ln N_naive/dβ = E · d ln N_naive/d ln N.

Since dN_naive/dN = 1 − I₁/I₀,

E_app/E = N(1 − I₁/I₀)/(N − ln I₀).

At N = 1, the series I₁ = Σ_m (N/2)^(2m+1)/[m!(m+1)!] gives 0.5652, and I₀ = 1.2661, so I₁/I₀ = 0.4464. Then

E_app/E = 0.5536/0.7641 ≈ 0.725.

For small N, I₁/I₀ ≈ N/2, and the ratio is (1 − N/2)/(1 − N/4) ≈ 1 − N/4. For large N, N_naive ≈ ½ ln(2πN) gives E_app/E ≈ 1/ln(2πN). The naive plot is curved, flattening towards high temperature. This flattening could be mistaken for a change of mechanism, although the model has one mechanism and one barrier.

**A numerical case**

I take round parameters: E = 1.0 eV, ν = 10¹³ per second, site spacing a = 3.84 angstrom and frames 10 s apart. One hop is expected when νt exp(−E/k_BT) = 1, that is, at

T = E/[k_B ln(νt)] = 1.0/(8.617×10⁻⁵ × 32.24) ≈ 360 K.

The diffusion coefficient along the row is

D = a²⟨n²⟩/(2t) = 3.84² × 1/(2 × 10) = 0.737 angstrom²/s,

or 7.4×10⁻¹⁷ cm²/s. The naive hop number 0.764 would give 0.563 angstrom²/s, 24 % less.

Now let five temperatures from 340 to 380 K be measured without noise, always with 10 s frames. N runs from 0.15 to 5.5. A straight line through the logarithms of the naive rates gives a barrier of 0.70 eV and a prefactor of 4×10⁸ per second. Inverting f = exp(−N) I₀(N) first recovers 1.00 eV and 1.0×10¹³ per second.

The two naive errors are linked. Near 360 K, k_BT = 0.0310 eV, and a slope too small by 0.30 eV must be offset by a prefactor too small by about exp(0.30/0.0310) ≈ 1.6×10⁴ if the line is to pass through the same rates. The actual factor is 2.5×10⁴; the remaining factor of about 1.5 is the geometric mean by which the five naive rates are themselves too low. A low prefactor found in this way is no evidence for unusual dynamics.

With 1 s frames at the same temperatures, N is ten times smaller and the naive fit gives 0.96 eV and 2.9×10¹² per second. Shorter frames help, but the prefactor is still low by a factor of 3.4.

The outcome is different if the barrier is taken from one temperature with the prefactor known. Then E = k_BT ln(νt/N), and using N_naive raises the barrier by

k_BT ln(N/N_naive) = 0.0310 × ln(1/0.7641) = 0.0083 eV

at N = 1. This error is small and has the opposite sign. A barrier that looks sound at one temperature therefore does not vindicate the Arrhenius plot.

**Can the data tell the difference?**

For M independent frame pairs the number of unmoved units is binomial, so the standard error of f is √[f(1−f)/M]. With M = 500 and N = 1 it is

√(0.4658 × 0.5342/500) = 0.022.

If N is known to be 1, the two formulas differ by 0.098, more than four standard errors. If N is unknown, a single value of f cannot decide between them, because exp(−N) with N = 0.764 fits it equally well. A second frame interval or the mean square displacement is then needed. The choice of interval matters: with 500 pairs at each, the naive rates at N = 1 and N = 2 differ by about three standard errors, but those at N = 1 and N = 0.1 by only 1.4. Dividing the standard error of f by |df/dN| = 0.4658 × 0.5536 = 0.258 gives a standard error of 0.087 for N obtained from the correct inversion.

The mean square displacement is an alternative. The variance of n² is ⟨n⁴⟩ − ⟨n²⟩² = 2N² + N, so its standard error is √[(2N² + N)/M] = √(3/500) = 0.077 at N = 1. In the ideal model its statistical error at N = 1 is slightly smaller, and it needs no inversion, but each unit must be recognised again after it has moved. It is also more sensitive to long hops: if 5 % of hops span two sites, it gives 1.15 for one expected hop, where the inversion of f gives 1.03. For five expected hops the two give 5.75 and 5.60, so this advantage of the inversion fades as N grows. A unit lost from view because it travelled far biases the result downwards.

Shorter frames have a price. For small N and fixed M, the relative standard error of the mean square displacement is about 1/√(MN), which grows as N falls.

**Two dimensions and a tilted row**

The authors might reply that returns are peculiar to a row. On a square lattice with the same total rate, hops along x and along y are independent Poisson processes with mean N/2 each. Both displacements must vanish, so

f = [exp(−N/2) I₀(N/2)]².

At N = 1 this is 0.416. The second hop now undoes the first with chance ¼ instead of ½, so the excess over 0.368 is smaller, but it remains.

Nor does a preferred direction restore the exponential, unless backward hops cease. If a hop goes right with chance p and left with chance 1 − p, a return after 2m hops has chance [(2m)!/(m!)²][p(1−p)]^m, and the same summation gives

f = exp(−N) I₀(2N√[p(1−p)]).

For p = 1 the argument vanishes and f = exp(−N). For an energy drop δ per site with p/(1−p) = exp(δ/k_BT), the argument is N/cosh(δ/2k_BT). An assumed tilt of 0.01 eV, such as a tip might cause, lowers f at N = 1 from 0.466 to 0.463 when the total rate is held fixed.

**Relation to a real surface**

The parameters lie in the rough regime of silicon ad-dimers moving along the dimer rows of Si(001), with a barrier near 1 eV and a prefactor of order 10¹³ per second. An ad-dimer is a pair of adatoms; the analysis applies while it moves as one body. The following sizes are for N = 1 in the example and rest on assumed disturbances, not on measurements. They should be compared with the 0.098 at issue.

The largest is temperature. An error of 2 K moves f to 0.513 on the cold side or 0.421 on the hot side, about half the disputed difference. Next come steps and defects that end a row. For 20 sites with reflecting ends, averaged over starting sites, f rises to 0.487, where N refers to an interior site; an end site has only one way out and half the rate. If 5 % of hops span two sites, at the same number of hops, f falls to 0.458. An extra barrier of 0.3 eV for leaving the row makes that process slower by a factor of 6×10⁻⁵, negligible here. A hop during 0.1 s of imaging has a chance of 1 %.

Other units can refill a vacated site. If two units cannot share a site, the net mean flow from site i+1 to site i is proportional to η_(i+1)(1−η_i) − η_i(1−η_(i+1)) = η_(i+1) − η_i, where η is 1 for an occupied site and 0 for an empty one. The products cancel, so the mean occupation obeys the single-unit equation. Starting from 1 on the chosen site and coverage θ elsewhere, the chance of finding the site occupied is θ + (1−θ)f. For θ = 0.01 it is 0.471. This holds when the other units are placed at random and site exclusion is their only interaction. If units also block neighbouring sites, the value at this coverage is 0.470 at N = 1, and 0.188 instead of 0.192 at N = 5.

Tunnelling changes the rate rather than the counting. For a parabolic barrier whose frequency is set, roughly, equal to the prefactor, it raises the classical rate by 8 % at 360 K, which would lower f to 0.447. If Γ is the actual hop rate, this is already included.

Taken singly, none of these effects, at the assumed sizes, closes the gap between 0.466 and 0.368. Together, the hot-side temperature error, tunnelling, double hops and tilt would lower f to about 0.39. The first two do so by raising N, however, and so lower exp(−N) as well. These sizes do not carry over to larger N. If the rows have 20 sites, inverting the long-row formula over 340 to 380 K with 10 s frames gives 0.95 eV and 1.7×10¹² per second instead of 1.00 eV and 10¹³ per second. A coverage of 0.01, left uncorrected, gives 0.98 eV and 5×10¹² per second. Short rows therefore need their own calculation of f, as do strong attraction to a defect and hops correlated in direction.

**Requested changes**

The authors should obtain N from exp(−N) I₀(N) = f or from the mean square displacement before making the Arrhenius plot. Both routes assume a long row and hops that span one site with no preferred direction. With the 0.01 eV tilt, for example, five expected hops are read as 5.57 by the first route and 5.64 by the second. They should state N at each temperature and repeat at least one temperature with a different frame interval. If the model holds, the inferred Γ will not depend on that interval, whereas −ln f / t will. The numerical output below gives the main values used in this comment.

Numbers as computed

```
ONE HOP EXPECTED (N = 1)
no hop, exp(-1): 0.3679
returned after 2 hops: 0.09197
returned after 4 hops: 0.00575
returned after 6 hops: 0.00016
unmoved fraction, row: 0.4658
unmoved fraction, simulated walks: 0.4648
share of unmoved that did hop: 0.2102
unmoved fraction, square lattice: 0.4161
unmoved in all of 10 frames: 0.3772
N | unmoved | exp(-N) | naive N
0.1 | 0.9071 | 0.9048 | 0.0975
0.5 | 0.6450 | 0.6065 | 0.4385
1.0 | 0.4658 | 0.3679 | 0.7641
2.0 | 0.3085 | 0.1353 | 1.1760
5.0 | 0.1835 | 0.0067 | 1.6953
EXAMPLE
barrier: 1.00 eV
total prefactor: 1.0e+13 1/s
site spacing: 3.84 angstrom
frame interval: 10.0 s
temperature for N = 1: 360.0 K
D, correct: 0.737 angstrom^2/s
D, correct, converted: 7.37e-17 cm^2/s
D, naive: 0.563 angstrom^2/s
one-temperature barrier error: 0.0083 eV
local naive barrier at N = 1: 0.725 eV
fit range: 340 to 380 K, 5 points
N over fit range: 0.150 to 5.463
naive fit, 10 s frames: 0.700 eV, 4.0e+08 1/s
correct fit, 10 s frames: 1.000 eV, 1.0e+13 1/s
naive fit, 1 s frames: 0.964 eV, 2.9e+12 1/s
frame pairs: 500
standard error of unmoved fraction: 0.0223
standard error of N, unmoved: 0.0865
standard error of N, mean square: 0.0775
NEGLECTED EFFECTS AT N = 1
hop during 0.1 s imaging: 0.0100
unmoved at -/+ 2 K: 0.5128 / 0.4208
unmoved, 5 % double hops: 0.4582
unmoved, 0.01 eV tilt per site: 0.4631
unmoved, row of 20 sites: 0.4874
site refilled or kept, coverage 0.01: 0.4711
row-crossing rate ratio, +0.3 eV: 6.3e-05
tunnelling factor on the rate: 1.078
unmoved with that factor: 0.4465
```
